# Ordering temperature of a weakly anisotropic or layered two-dimensional magnet

A square-lattice magnet whose easy-axis anisotropy is one hundredth of its exchange $J$ orders, by a rough Monte Carlo estimate on small lattices, near $0.59J$. With ten times the anisotropy the temperature is only about $0.65J$. A tiny energy therefore produces a large ordering temperature that hardly depends on it. This suggests a logarithm, yet the leading logarithmic law gives $2.73J$ for the weaker anisotropy. Both the logarithm and the size of its correction need explaining.

## Model and leading logarithm

Take classical unit spins $\mathbf n_i$ with lattice constant 1 and $k_B=1$:

$$E=-J\sum_{\langle ij\rangle}\mathbf n_i\cdot\mathbf n_j-\frac K2\sum_i n_{i,z}^2,\qquad 0<K\ll J.$$

For spins of length $S$, the factor $S^2$ is contained in $J$ and $K$. Since $-\mathbf n_i\cdot\mathbf n_j=-1+\tfrac12(\mathbf n_i-\mathbf n_j)^2$, slow variations cost $\frac J2\int(\nabla\mathbf n)^2d^2r$. The stiffness is thus $\rho_s=J$. Energies are given in units of $J$, which is more natural here than the hartree.

Near the ordered state write $\mathbf n=(\pi_1,\pi_2,\sqrt{1-\pi^2})$. To second order each transverse component has energy

$$\frac12\sum_{\mathbf k}(J\gamma_{\mathbf k}+K)|\pi_{\mathbf k}|^2,\qquad \gamma_{\mathbf k}=4-2\cos k_x-2\cos k_y.$$

Equipartition gives $\langle\pi_a^2\rangle=TG/J$, where, with $\kappa^2=K/J$,

$$G=\int\frac{d^2k}{(2\pi)^2}\frac1{\gamma_{\mathbf k}+\kappa^2}.$$

Two components contribute to the moment, so

$$m=1-\tfrac12\langle\pi_1^2+\pi_2^2\rangle=1-\frac{TG}{J}.$$

To evaluate $G$, use $\int_{-\pi}^{\pi}\frac{dk_x}{2\pi}(a-2\cos k_x)^{-1}=(a^2-4)^{-1/2}$. Then set $s=\sin(k_y/2)$. For small $\kappa$,

$$\pi G\simeq\frac12\int_0^1\frac{ds}{\sqrt{1-s^4}\sqrt{s^2+\kappa^2/4}}.$$

Replacing $1/\sqrt{1-s^4}$ by 1 gives $\ln(4/\kappa)$ for the integral. The remainder is finite at $\kappa=0$. With $u=s^4$ and then $v=\sqrt{1-u}$, it is

$$\int_0^1\frac{ds}{s}\left(\frac1{\sqrt{1-s^4}}-1\right)=\frac14\int_0^1\frac{2\,dv}{1+v}=\frac12\ln2.$$

Therefore

$$G\simeq\frac1{4\pi}\ln\frac{32}{\kappa^2}.$$

At $\kappa^2=0.01$ quadrature gives 0.6416 and this formula 0.6423.

Without anisotropy $G$ diverges, and long waves destroy the order at any $T>0$. Setting $m=0$ with $K>0$ gives $T=4\pi J/\ln(32J/K)$, but this extends a small-fluctuation formula to a vanishing moment. The renormalization of the couplings supplies the justification and the correction.

## How fluctuations soften the magnet

Impose a twist $q$ per bond along $x$. Let $\phi$ and $\theta$ be the deviations within and out of the plane of the twist. An $x$ bond has energy

$$-J[\cos\theta\cos\theta'\cos(\phi'-\phi+q)+\sin\theta\sin\theta'].$$

In the second-order expansion the term linear in $\phi'-\phi$ sums to zero on a periodic lattice. The mode stiffnesses are

$$A_\theta=J[2\cos q-2\cos k_x+2-2\cos k_y],$$
$$A_\phi=J[\cos q\,(2-2\cos k_x)+2-2\cos k_y].$$

The free energy per site is $-J\cos q+\frac T2\int\ln A_\theta+\frac T2\int\ln A_\phi$, apart from a constant, with integrals averaged over the zone. For small $q$,

$$A_\theta\simeq J(\gamma-q^2),\qquad A_\phi\simeq J[\gamma-\tfrac{q^2}{2}(2-2\cos k_x)].$$

The coefficient of $q^2/2$ is the effective stiffness:

$$\rho_{\rm eff}=J-T\int\frac1\gamma-\frac T2\int\frac{2-2\cos k_x}{\gamma}.$$

By symmetry between $x$ and $y$ the last integral is $\frac12$, so short waves remove $T/4$. The first integral is logarithmic. A shell of modes contributes $k\,dk/(2\pi k^2)$. Define the scale $l$ by $k^2=32e^{-2l}$, which matches the constant in $G$. Then

$$\frac{d\rho}{dl}=-\frac T{2\pi},\qquad \rho_0=J-\frac T4.$$

This is the one-loop flow. It is controlled while $T/(2\pi\rho)\ll1$.

The anisotropy softens too. Let the spin tilt rapidly by an angle $\vartheta$ about a slow direction at angle $\alpha$ to the easy axis. Averaging over azimuth,

$$\langle n_z^2\rangle=\cos^2\alpha\,\langle\cos^2\vartheta\rangle+\tfrac12\sin^2\alpha\,\langle\sin^2\vartheta\rangle.$$

The coefficient of $\cos^2\alpha$ is $1-\frac32\langle\sin^2\vartheta\rangle$, whereas the moment is reduced to $1-\frac12\langle\sin^2\vartheta\rangle$ for small tilts. The relative loss of anisotropy is three times that of the moment. One shell has $\langle\sin^2\vartheta\rangle=2T\,dl/(2\pi\rho)$, hence

$$\frac{d\ln m}{dl}=-\frac{T}{2\pi\rho},\qquad \frac{d\ln K_{\rm eff}}{dl}=-\frac{3T}{2\pi\rho}.$$

The first rate equals $d\ln\rho/dl$. With $y=\rho/\rho_0$, it follows at one loop that $m=y$ and $K_{\rm eff}=Ky^3$.

## Where the gap stops the flow

The anisotropy cuts off the fluctuations when $k^2=K_{\rm eff}/\rho=(K/\rho_0)y^2$. Inserting $k^2=32e^{-2l}$ and taking logarithms gives

$$2l=\ln\frac{32\rho_0}{K}-2\ln y.$$

The stiffness flow gives $l=2\pi\rho_0(1-y)/T$. Order therefore requires a solution $0<y<1$ of

$$\frac{4\pi\rho_0}{T}(1-y)+2\ln y=\ln\frac{32\rho_0}{K}.$$

The left side is largest where $-4\pi\rho_0/T+2/y=0$, that is at $y=T/(2\pi\rho_0)$. Equating the maximum to the right side gives the highest temperature with a solution:

$$\boxed{T^*=\frac{4\pi\rho_0}{\ln(32\rho_0/K)+2+2\ln(2\pi\rho_0/T^*)}}$$

For very weak anisotropy $\ln(J/K)$ dominates the denominator. Since $T^*/J\to0$, also $\rho_0\to J$, and

$$T_c\to\frac{4\pi\rho_s}{\ln(J/K)}.$$

Physically, the isotropic magnet loses its stiffness at a length $\xi$ of order $e^{2\pi J/T}$, apart from slower factors. Spins within that length act together, so their anisotropy energy grows as $K\xi^2$. Setting $Ke^{4\pi J/T}$ equal to $J$ gives the stated temperature. The factors left out of $\xi$ can change this energy by orders of magnitude, but they add only terms of order $\ln\ln(J/K)$ or smaller to the denominator of $T_c$.

At $T^*$ the coupling $T/(2\pi\rho)$ equals 1, so one loop is no longer controlled there. The finite moment $y$ at that point is a consequence of the stopping rule and does not establish a discontinuous transition.

## The first correction

Let $\ell=\ln(J/K)$. The last term of the denominator is $2\ln\ell+O(1)$, because $2\pi\rho_0/T^*\simeq\ell/2$. Hence at one loop

$$\frac{4\pi J}{T^*}=\ell+2\ln\ell+O(1).$$

The coefficient 2 changes if the flow has a higher-order term. Suppose the next term of the flow has a numerical coefficient $a$, not derived here. With $x=2\pi\rho/T$,

$$\frac{dx}{dl}=-\left(1+\frac ax\right).$$

Starting at $x_0=2\pi\rho_0/T$, the flow reaches $x$ of order one at $l=x_0-a\ln x_0+O(1)$. The maximum that defined $T^*$ now obeys $2x^2-2x+a=0$ and exists only for $a\le\frac12$, so the flow is simply stopped at $x$ of order one. Since the stopping rule fixes $2l$ and $2x_0=4\pi\rho_0/T$, the denominator gains $2a\ln x_0$. A correction of relative order $1/x$ to the anisotropy flow adds only $O(1)$, because $\int dx/x^2$ converges at large $x$. Thus

$$T_c\simeq\frac{4\pi J}{\ell}\left[1-(2+2a)\frac{\ln\ell}{\ell}+O\!\left(\frac1\ell\right)\right].$$

The leading term does not depend on $a$, but the correction decays slowly. The ratio of $T^*$ to $4\pi J/\ell$ is 0.27 at $K/J=10^{-2}$, 0.42 at $10^{-4}$ and 0.57 at $10^{-8}$. It reaches 0.86 at $\ell=100$.

## Worked example

For $K/J=0.01$ the leading law gives

$$\frac{T}{J}=\frac{12.566}{4.605}=2.73.$$

In the full one-loop formula, $T^*=0.745J$ gives $\rho_0=0.814J$. The denominator is $7.86+2+3.85=13.7$, and $4\pi\times0.814/13.7\simeq0.75$ confirms the solution.

| $K/J$ | leading law | one loop, $T^*$ | Monte Carlo |
|---|---|---|---|
| 0.1 | $5.46J$ | $0.89J$ | $0.65J$ |
| 0.01 | $2.73J$ | $0.75J$ | $0.59J$ |

The simulation compares $\langle m_z^2\rangle$ on lattices of side 32 and 16. At a two-dimensional Ising transition their ratio should be $2^{-1/4}=0.841$, a known exponent used here as input. The crossing is interpolated on a temperature grid of spacing $0.1J$ and has no computed error bar, so it is a rough estimate. There is also a systematic error. Ising scaling requires both lattices to be much larger than the length $\sqrt{\rho/K_{\rm eff}}$, which for $K/J=0.01$ is already 10 before any softening. At this anisotropy the ratio at $T=0.5J$ is 1.225, well above the value near 1 expected in an ordered phase, and this point enters the interpolation. For $K/J=0.1$ the ratio falls from 0.998 to 0.670 between $0.6J$ and $0.7J$, so the linear interpolation only places the crossing inside that interval. On these sizes even the isotropic magnet, which has no transition, has a ratio that falls through 0.841, near $0.45J$, so a crossing alone does not prove Ising behaviour. Neither value should be trusted to better than about half a grid step.

Relative to these crossings, one loop is too high by 38% and 26%. At the crossing for $K/J=0.01$ the required denominator divides as

$$\frac{4\pi\rho_0}{T}=18.0=7.9+6.4+3.7.$$

The parts are the first logarithm, the remaining one-loop terms and a missing part. For $K/J=0.1$ the missing part is 4.5. The bare term $2a\ln x_0$ with $a=1$ is of this size, 4.4 and 4.2, but the constant that comes with it is not small. Integrating the flow with $a=1$ down to $x=1$ adds $5\ln\frac{x_0+1}{2}-3\ln x_0$ to the denominator, only 1.5 and 1.3, and lowers the temperatures to $0.69J$ and $0.83J$. The rest is a constant that depends on where the flow is stopped and on terms not kept here, and two rough points cannot separate a logarithm from a constant. A shift of the crossing by half a grid step, $0.05J$, changes the missing part by more than one unit, which exceeds the difference between 4.5 and 3.7, so these points do not show whether the missing part grows or falls with $x_0$.

If $J=5$ meV, or 58.0 K, the weaker anisotropy gives 43 K at one loop and about 34 K in the simulation.

## Interlayer coupling

Now set $K=0$ and stack the layers with energy $-J'\mathbf n\cdot\mathbf n'$ per vertical bond. In the spin-wave integral $\kappa^2$ becomes $(J'/J)(2-2\cos k_z)$. The average of $\ln(2-2\cos k_z)=2\ln|1-e^{ik_z}|$ over $k_z$ is zero: on a circle $|z|=r<1$ the mean of $\ln|1-z|$ is its value at $z=0$, and $r\to1$ gives the result. So $J'$ replaces $K$ in the logarithm.

Each of the two coupled spins loses a factor $y$ independently, so $J'_{\rm eff}=J'y^2$ and $J'_{\rm eff}/\rho\propto y$. The term $2\ln y$ in the condition for order becomes $\ln y$. Its maximum lies at $y=T/(4\pi\rho_0)$, and

$$T^*=\frac{4\pi\rho_0}{\ln(32\rho_0/J')+1+\ln(4\pi\rho_0/T^*)}.$$

This gives $0.87J$ for $J'/J=10^{-2}$ and $0.65J$ for $10^{-4}$. These are one-loop estimates without a Monte Carlo check.

## Which gap enters the logarithm

In a ferromagnet uniform precession feels no exchange torque, so the spin-wave gap of classical spins obeys $S\Delta=K$. For quantum spins with single-ion anisotropy it is $S\Delta=K\,(1-\frac1{2S})$, which vanishes at $S=\frac12$. The logarithm is then that of exchange over gap.

For an antiferromagnet the exchange energy changes sign. Reversing one sublattice restores the classical energy above, so for classical spins $T_N$ is the same function of $K/J$. The dynamics differ. For uniform transverse deviations $u_1,u_2$ of the sublattices, written as $n_x+in_y$, precession gives

$$S\hbar\dot u_1=-i[(4J+K)u_1+4Ju_2],$$
$$S\hbar\dot u_2=i[4Ju_1+(4J+K)u_2].$$

The squared frequency is $(4J+K)^2-(4J)^2$, hence $S\Delta=\sqrt{K(8J+K)}$. At $K=0.01J$ this is $0.283J$, against $0.010J$ in the ferromagnet. Since $K\simeq(S\Delta)^2/(8J)$, at fixed $S$

$$T_N\to\frac{4\pi\rho_s}{\ln(J^2/\Delta^2)}=\frac{2\pi\rho_s}{\ln(J/\Delta)}.$$

The prefactor $4\pi$ with a single power of the gap thus belongs to the ferromagnet.

In a quantum ferromagnet with $T$ well below the magnon bandwidth, short waves are frozen out. With $\hbar\omega=Dk^2+\Delta$ and $DS=\rho_s$, the relative loss of moment is

$$\frac1{4\pi DS}\int_0^\infty\frac{d\epsilon}{e^{(\epsilon+\Delta)/T}-1}=-\frac{T}{4\pi\rho_s}\ln(1-e^{-\Delta/T})\simeq\frac{T}{4\pi\rho_s}\ln\frac T\Delta$$

for $\Delta\ll T$. The upper energy in the logarithm is now $T$ instead of $J$. Because $T_c/J$ falls only as an inverse logarithm, this changes the denominator by a term of order $\ln\ell$ and leaves the leading law intact.

The numerical check covers the integrals, the stiffness formula, the factor three between the losses of anisotropy and moment, the maximum of the stopping condition (by integrating the same flow with $\rho_0=J$) and the gaps. The interlayer rate $J'y^2$ enters the program as input and is not tested.

## Numbers as computed

```
Spin-wave integral G (dimensionless): quadrature, ln(32/kappa2)/(4 pi)
  kappa2 = 1e-02: 0.64156, 0.64226
  kappa2 = 1e-04: 1.00872, 1.00873
  layers, Jp/J = 1e-04: 1.00843, 1.00873
Stiffness change per unit T (5x5 lattice, regulator mass 0.5 J):
  Hessian -0.5406, mode-sum formula -0.5403
Anisotropy loss / moment loss (dimensionless): 2.9970
Approach to the leading law: T* ln(J/K)/(4 pi J), dimensionless
  ln(J/K) =      4.61: 0.2732
  ln(J/K) =      9.21: 0.4154
  ln(J/K) =     18.42: 0.5706
  ln(J/K) =    100.00: 0.8572
  ln(J/K) =   1000.00: 0.9794
  ln(J/K) =  10000.00: 0.9974
S*gap at K = 0.01 J: ferro 0.0100 J, antiferro 0.2830 J
Bose integral at T/gap = 1000: 6.9083, ln(T/gap) = 6.9078
Monte Carlo <mz^2>(L=32)/<mz^2>(L=16); critical value 0.841
  T/J:         0.50   0.60   0.70   0.80   0.90   1.00
  K/J= 0.10:  1.024  0.998  0.670  0.249  0.267  0.238
  K/J= 0.01:  1.225  0.815  0.346  0.271  0.232  0.261
J = 5.0 meV corresponds to 58.02 K
K/J = 0.1: ordering temperature in units of J
  leading logarithm 4 pi J/ln(J/K):  5.458
  one loop, rho0 = J:                1.120
  one loop, rho0 = J - T/4:          0.894
  Monte Carlo crossing (rough):      0.65
  last one-loop value exceeds Monte Carlo by 38 %
  4 pi rho0/T at the crossing: 16.3 = first log 5.6 + one-loop terms 6.2 + missing 4.5
  in kelvin: one loop 51.9 K, Monte Carlo 38 K
K/J = 0.01: ordering temperature in units of J
  leading logarithm 4 pi J/ln(J/K):  2.729
  one loop, rho0 = J:                0.900
  one loop, rho0 = J - T/4:          0.745
  Monte Carlo crossing (rough):      0.59
  last one-loop value exceeds Monte Carlo by 26 %
  4 pi rho0/T at the crossing: 18.0 = first log 7.9 + one-loop terms 6.4 + missing 3.7
  in kelvin: one loop 43.3 K, Monte Carlo 34 K
Coupled isotropic layers, one loop with rho0 = J - T/4:
  Jp/J = 1e-02: T = 0.874 J = 50.7 K
  Jp/J = 1e-04: T = 0.647 J = 37.5 K
```
